# The Coulomb tail in global hybrids: Rydberg levels and anions

## 1. Two electrons in one orbital

Place two electrons of opposite spin in the same real, normalized, spherical orbital $\phi(r)$ around a positive charge $Z$. Atomic units are used: energies are in hartree, lengths in bohr, and the electron has charge $-1$. Define the potential generated by one electron's density,

$$M(\mathbf r)=\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Far outside the orbital $M\to1/r$, because $\phi^2$ integrates to one.

Each electron is attracted by the positive charge, with potential $-Z/r$. The Hartree potential is $2M$, since it comes from the whole density $2\phi^2$. It therefore includes the repulsion of an electron by itself. Exact exchange acts between electrons of equal spin. Here each electron's only equal-spin partner is itself, so exact exchange contributes $-M$ and cancels the self-repulsion.

A global hybrid takes a fraction $a$ of exact exchange, with $0\le a\le1$, and the fraction $1-a$ of a semilocal approximation. The local-density exchange potential is proportional to the cube root of the density, so it dies exponentially with it. What remains at large $r$ is

$$-\frac Zr+\frac2r-\frac ar=-\frac{(Z-2)+a}{r}.$$

For $Z=2$ the system is neutral and the tail is $-a/r$. For $Z=1$ it is an anion and the tail is $+(1-a)/r$, which is repulsive unless $a=1$. An electron pulled far out of a neutral system leaves a charge $+1$ behind and should see $-1/r$. The hybrid supplies the fraction $a$ of this attraction.

## 2. The general equation

Let the system be finite, with $N$ electrons, total nuclear charge $Z$ and net charge $Q=Z-N$. Orbitals are real and integer-occupied. The hybrid energy is

$$E=T+\int v_{\rm ext}n\,d^3r+E_J+aE_x^{\rm ex}+(1-a)E_x^{\rm sl}+E_c^{\rm sl},$$

where $E_J$ is the Hartree energy and "sl" means semilocal. The exact-exchange energy is a sum over pairs of occupied orbitals of equal spin:

$$E_x^{\rm ex}=-\frac12\sum_{\sigma}\sum_{ij}\iint\frac{\phi_i^*(\mathbf r)\phi_j(\mathbf r)\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Vary $\phi_k^*$, treating it as independent of $\phi_k$. It occurs once as $\phi_i^*$ and once as $\phi_j^*$. The two contributions are equal and cancel the factor $\frac12$. With real orbitals the result is

$$\hat K\phi_k=-\sum_i\phi_i(\mathbf r)M_{ik}(\mathbf r),\qquad M_{ik}(\mathbf r)=\int\frac{\phi_i(\mathbf r')\phi_k(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Varying the other terms, with Lagrange multipliers for orthonormality, gives the generalized Kohn-Sham equation

$$\hat F\phi_k=\left[-\tfrac12\nabla^2+v_{\rm ext}+v_J+v_{\rm sl}+a\hat K\right]\phi_k=\varepsilon_k\phi_k .$$

Here $v_J$ is the Hartree potential, and $v_{\rm sl}$ collects semilocal exchange, weighted by $1-a$, and correlation.

The operator $\hat K$ is nonlocal, so there is no single potential common to all orbitals. One can still ask which local potential would produce a given orbital. Solving $-\frac12\nabla^2\phi_k+v_k\phi_k=\varepsilon_k\phi_k$ for $v_k$ gives

$$v_k=\varepsilon_k+\frac{\nabla^2\phi_k}{2\phi_k}=v_{\rm ext}+v_J+v_{\rm sl}+a\frac{\hat K\phi_k}{\phi_k}.$$

This is the potential felt by orbital $k$. It is defined away from the nodes of $\phi_k$.

## 3. The tail for the highest occupied orbital

Call the highest occupied orbital $\phi_H$ and let $\varepsilon_H<0$. For $r$ much larger than $r'$,

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1r+\frac{\hat{\mathbf r}\cdot\mathbf r'}{r^2}+O(r^{-3}).$$

**Electrostatics.** The nuclei give $-Z/r$ and the electrons $+N/r$, so $v_{\rm ext}+v_J=-Q/r+O(r^{-2})$.

**Semilocal part.** Assume that $v_{\rm sl}$ falls faster than $1/r$. Local-density exchange satisfies this.

**Exact exchange.** Divide $\hat K\phi_H$ by $\phi_H$ and separate the term $i=H$:

$$\frac{\hat K\phi_H}{\phi_H}=-M_{HH}-\sum_{i\ne H}\frac{\phi_i}{\phi_H}M_{iH}.$$

The first term tends to $-1/r$ by normalization. In the others the $1/r$ part of $M_{iH}$ is multiplied by $\int\phi_i\phi_H\,d^3r=0$. What survives is at most of order $1/r^2$, the order of a dipole term. If $\phi_i/\phi_H$ stays bounded, these terms do not affect the $1/r$ tail. Therefore

$$\boxed{v_H(\mathbf r)\to-\frac{Q+a}{r}}$$

and $v_H\to-a/r$ when $Q=0$.

**Is the ratio bounded?** Exchange couples a deeper orbital $\phi_i$ to $\phi_H$. Far out, keeping the slowest-decaying source, its equation reads

$$\left(-\tfrac12\nabla^2-\varepsilon_i\right)\phi_i\approx a\,\phi_HM_{iH}.$$

Try $\phi_i=C\phi_H$ with $C$ slowly varying. Since $-\frac12\nabla^2\phi_H\approx\varepsilon_H\phi_H$, this gives $C\approx aM_{iH}/(\varepsilon_H-\varepsilon_i)$, which tends to zero. The estimate needs $M_{iH}$ to fall as a power of $r$, as for an s orbital below a p orbital, and even then it is approached slowly. In an atom with only s orbitals $M_{iH}$ falls exponentially and the estimate does not apply; $\phi_i$ then keeps its own faster decay $e^{-\sqrt{-2\varepsilon_i}\,r}$, and the ratio again tends to zero. An occupied orbital degenerate with $\phi_H$ is not covered by this formula, but it decays at the same rate as $\phi_H$, so its ratio stays bounded away from the nodes of $\phi_H$. This leading-order estimate supports the assumption in directions where $\phi_H$ has no nodal surface. Along a nodal surface $\phi_H$ vanishes, the quotient loses its meaning, and the result does not apply.

A three-dimensional quadrature checks the multipole argument with

$$\phi_s=\frac{e^{-r}}{\sqrt\pi},\qquad \phi_p=\frac{z\,e^{-r}}{\sqrt\pi}.$$

On the $z$ axis at 40 bohr, $r$ times the potential of $\phi_p^2$ is 1.00188, close to the monopole value 1. For the orthogonal pair $\phi_s\phi_p$, $r$ times the potential is 0.02500. The dipole moment of this pair density is

$$\frac1\pi\int z^2e^{-2r}d^3r=\frac1\pi\cdot\frac{4\pi}3\cdot\frac{4!}{2^5}=1,$$

so the expected value is $1/40=0.025$.

## 4. Virtual orbitals have a different tail

Let $\chi$ be an unoccupied orbital of the same ground-state operator. Then

$$\frac{\hat K\chi}{\chi}=-\sum_i\frac{\phi_i}{\chi}M_{i\chi}.$$

The sum runs over occupied orbitals, so it has no self-term. Every $\phi_i$ is orthogonal to $\chi$, so every $M_{i\chi}$ lacks its monopole. A virtual orbital extends at least as far as the occupied ones, which keeps the ratios bounded away from nodes. Hence

$$v_\chi\to-\frac Qr .$$

In a neutral system the virtual orbitals feel no Coulomb tail, whatever the value of $a$.

The effect on the number of bound levels follows from a semiclassical count. At zero energy the local wave number is $\sqrt{2|v|}$, and each additional half-wave, of phase $\pi$, allows one more level. If $|v|$ falls as an inverse power of $r$ higher than the second, or exponentially, the phase $\int\sqrt{2|v|}\,dr$ converges at large $r$ and the number of levels is finite. For $v=-a/r$ the phase out to radius $R$ is

$$\int_0^R\sqrt{\frac{2a}{r}}\,dr=\sqrt{8aR},$$

which grows without limit. The virtual orbitals of a neutral system with such a short-ranged potential therefore form no Rydberg series. A $1/r^2$ potential needs separate treatment, because the phase then grows as $\ln R$. It occurs in a molecule with a permanent dipole, and also in a neutral atom with Becke-88 gradient-corrected exchange, whose potential tends to $-5/(4\kappa r^2)$ for a density falling as $e^{-2\kappa r}$. The finite count above does not apply to these cases, but their levels do not form a Rydberg series either.

## 5. Where the Rydberg series appears

Optical excitation energies are obtained from the time-dependent equation $i\,\partial_t\phi_i=\hat F(t)\phi_i$, in which $\hat F$ depends on the moving orbitals. Write a small oscillation as

$$\phi_i(t)=e^{-i\varepsilon_it}\left[\phi_i+\chi_ie^{-i\omega t}+\eta_i^*e^{i\omega t}\right].$$

The Tamm-Dancoff approximation sets $\eta_i=0$. The one-spin density matrix $\sum_j\phi_j(\mathbf r)\phi_j^*(\mathbf r')$ then has the part oscillating as $e^{-i\omega t}$

$$\delta P(\mathbf r,\mathbf r')=\sum_j\chi_j(\mathbf r)\phi_j(\mathbf r').$$

Collect the terms of first order that oscillate in this way. The time derivative gives $(\varepsilon_i+\omega)\chi_i$, so

$$(\varepsilon_i+\omega)\chi_i=\hat\Pi\left[\hat F\chi_i+\delta\hat F\,\phi_i\right],$$

where $\hat\Pi$ projects onto unoccupied orbitals. The exact-exchange part of $\hat F$ has the kernel $-aP(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|$. Replacing $P$ by $\delta P$ gives, for $i=H$,

$$\delta\hat F_x\,\phi_H=-a\sum_j\chi_j(\mathbf r)M_{jH}(\mathbf r).$$

The term $j=H$ is $-aM_{HH}\chi_H\to-(a/r)\chi_H$. It is the attraction between the excited electron and the hole it left in $\phi_H$. The terms $j\ne H$ have no monopole, so they leave the $1/r$ tail unchanged provided that $\chi_j/\chi_H$ stays bounded.

The changes of the Hartree and semilocal potentials multiply $\phi_H(\mathbf r)$ and so stay near the system. For local-density exchange this needs a check, because its kernel grows as $n_\sigma^{-2/3}$, where $n_\sigma$ is the density of one spin. The kernel multiplies $\phi_H^2\chi_H$, and $\phi_H^2\le n_\sigma$. The effective potential is thus at most of order $n_\sigma^{1/3}$, which vanishes exponentially.

Adding the tail $-Q/r$ of $\hat F\chi_H$, the excited electron sees $-(Q+a)/r$. For a neutral system define the binding energy $B=-\varepsilon_H-\omega$. Outside the core, the radial function $u=r\chi_H$ with angular momentum $l$ obeys

$$-\frac12u''+\left[\frac{l(l+1)}{2r^2}-\frac ar\right]u=-Bu .$$

Set $r=s/a$. Then $u''=a^2\,d^2u/ds^2$, the centrifugal term becomes $a^2l(l+1)/(2s^2)$, and $a/r=a^2/s$. Division by $a^2$ leaves the hydrogen equation with binding energy $B/a^2$. In a pure Coulomb field $B/a^2=1/(2n^2)$. The short-ranged core adds a phase that is nearly independent of energy close to threshold, which replaces $n$ by $n-\delta$:

$$\omega_n=-\varepsilon_H-\frac{a^2}{2(n-\delta)^2}.$$

Compared with the series in a field $-1/r$, the Rydberg constant is multiplied by $a^2$ and lengths are multiplied by $1/a$. Solving for the effective quantum number gives

$$n-\delta=\frac{a}{\sqrt{2B}} .$$

In one angular channel, the number of levels bound by more than $B$ therefore follows $a/\sqrt{2B}$ plus a nearly constant offset, to within one level. The series remains infinite for every $a>0$, but its levels are crowded towards the threshold. At $a=0$ with a local kernel there is no Coulomb attraction and no such series.

## 6. A neutral model

The model has $Z=N=4$ and two doubly occupied orbitals. The positive charge is a Gaussian cloud with potential $-Z\,{\rm erf}(r/\sigma)/r$, where $\sigma=0.1$ bohr. Electrons are restricted to s waves, semilocal exchange is the local-density form, and correlation is omitted. The model represents no particular material. With s orbitals only, the pair potentials $M_{iH}$ with $i\ne H$ fall exponentially, so the model does not test the dipole terms of Section 3.

For $a=0.25$ the highest occupied level is $-0.1924$ hartree. The potential it feels, multiplied by $-r$, approaches $a$:

| $r$ (bohr) | $-r\,v_H$ |
|---:|---:|
| 4.96 | 0.540 |
| 10.08 | 0.305 |
| 19.99 | 0.251 |
| 30.26 | 0.250 |

At the last radius the result is 0.0001 for $a=0$ and 1.0000 for $a=1$. A cation with $Z=5$ and $a=0.25$ gives 1.2500, which is $Q+a$. The lowest virtual s orbital of the neutral system gives 0.0000; it is not bound, but is a state of the computational box with an energy just above zero.

The limit of the excitation series at $a=0.25$ is $-\varepsilon_H=0.1924$ hartree, or 5.24 eV. The Rydberg constant is $0.25^2/2=0.03125$ hartree, or 0.85 eV, against 13.6 eV for $a=1$. The first five triplet excitations into s waves are:

| Level | $B$ (hartree) | $a/\sqrt{2B}$ |
|---:|---:|---:|
| 1 | 0.02483 | 1.122 |
| 2 | 0.00615 | 2.253 |
| 3 | 0.00292 | 3.269 |
| 4 | 0.00171 | 4.275 |
| 5 | 0.00112 | 5.278 |

For the fifth level, $0.25/\sqrt{2\times0.001122}=5.28$. The first spacing is 1.131 and the last is 1.003, so the quantum defect settles quickly. The spacing of higher levels can be used in reverse to find $a$. It gives 0.2499 for both triplets and singlets at $a=0.25$, and 0.9992 for triplets at $a=1$.

Now lower the binding limit from 0.004 to 0.001 hartree. The predicted gain in the number of triplets is

$$a\left(\frac1{\sqrt{0.002}}-\frac1{\sqrt{0.008}}\right)=11.18\,a .$$

For $a=0.25$ this is 2.8, and the count rises from 2 to 5. For $a=1$ it is 11.2, and the count rises from 9 to 21. Both agree to within one level, as they should for whole numbers.

A finite box shows the difference between the two kinds of spectrum. At $a=0.25$ there are no bound virtual s orbitals in a box of radius 500 or 1500 bohr. This holds for s waves only: the same ground state binds one p level, near $-0.038$ hartree, which the model leaves out. The number of bound triplet excitations rises from 9 to 16. The semiclassical estimate $\sqrt{8aR}/\pi$ gives 10.1 and 17.4. It omits the core phase and the end corrections, but it reproduces the growth. At $a=0$ one bound s-wave triplet is found in both boxes. Removing the tail thus removes the series, while the remaining short-ranged attraction still binds one level in this model. The calculation does not separate the share of the ground-state potential from that of the local kernel.

## 7. Anions: a barrier in place of a well

For a singly charged anion $Q=-1$, so

$$v_H\to\frac{1-a}{r}.$$

For $a<1$ the outer electron is held by the inner attractive region, behind a repulsive barrier. At $a=1$ the $1/r$ tail vanishes. In neither case is there an attractive Coulomb tail. An excited electron sees the same $-(Q+a)/r$, so the anion has no Rydberg series either.

Suppose that $\varepsilon_H>0$. The barrier ends where its height has dropped to the level,

$$r_t=\frac{1-a}{\varepsilon_H}.$$

Beyond $r_t$ the wave oscillates and the electron can tunnel out. A stationary solution with the whole extra electron then requires an artificial wall or a finite basis that confines it.

At $\varepsilon_H=0$ and $a<1$ the orbital is still normalizable. The outer s-wave equation is $u''=2(1-a)u/r$. With $u=e^{-S}$ it becomes $S'^2-S''=2(1-a)/r$. Neglecting $S''$ gives $S'^2=2(1-a)/r$; then $S''\propto r^{-3/2}$ is indeed small against $S'^2\propto r^{-1}$ at large $r$, and hence

$$S\approx\sqrt{8(1-a)r} .$$

Restoring $S''$ at the next order adds $-1/(4r)$ to $S'$, so that

$$u\sim r^{1/4}\,e^{-\sqrt{8(1-a)r}} ,$$

which is square integrable.

The condition for a localized stationary solution is therefore $\varepsilon_H\le0$ when $a<1$. It concerns the level only. Whether the anion is stable against losing an electron depends on its total energy compared with that of the neutral system plus a free electron. That comparison is not made here, so the negative levels found below do not show that the anion is stable.

Take the same kind of model with $Z=1$ and $N=2$, the anion of Section 1. Its level is $-0.0453$ hartree, or $-1.23$ eV, at $a=1$, and $-0.0316$ hartree at $a=0.9$. For $a=0.9$, $-r\,v_H$ is $-0.1000$ at 49.7 bohr, which confirms the repulsive tail $0.1/r$.

Following this localized solution to smaller $a$, the level reaches zero at

$$a_c\approx0.65 .$$

At $a_c+0.02$ it is $-0.0023$ hartree, and at $a_c-0.02$ it is $+0.0023$ hartree. In the second case $1-a\approx0.37$, so $r_t\approx0.37/0.0023\approx160$ bohr. The computational box ends at 60 bohr, inside the barrier. Strictly, a positive level is stationary only because some wall confines it. Here the barrier is so wide that the semiclassical tunnelling factor is of order $10^{-15}$, so the value of the level is practically independent of where the wall stands.

A second route fixes $a=0.25$ and lowers the positive charge from $Z=1.5$. The level reaches zero at $Z\approx1.19$, before the charge has fallen to one. The solution followed here thus loses its negative level before the anion with $Z=1$ is reached. The value of $a_c$ belongs to this model and to local-density exchange without correlation. The tail $(1-a)/r$ is general under the assumptions of Section 3, whereas the threshold also depends on the inner well.

The numerical check evaluates the tails from the action of the exchange operator and obtains the series by diagonalizing the Tamm-Dancoff matrix, without assuming the Rydberg formula.

## Computed values

```
smearing length sigma = 0.1 bohr
p-p pair: r*potential at 40 bohr = 1.00188
s-p pair: r*potential at 40 bohr = 0.02500
Neutral model: Z = 4, N = 4
a=0.00: highest occupied level = -0.15996 hartree
a=0.25: highest occupied level = -0.19242 hartree
a=1.00: highest occupied level = -0.29085 hartree
a=0.25, r=4.96 bohr: -r*v_felt = 0.5397
a=0.25, r=10.08 bohr: -r*v_felt = 0.3049
a=0.25, r=19.99 bohr: -r*v_felt = 0.2514
a=0.25, r=30.26 bohr: -r*v_felt = 0.2500
a=0.00, r=30.26 bohr: -r*v_felt = 0.0001
a=1.00, r=30.26 bohr: -r*v_felt = 1.0000
virtual orbital, a=0.25, same r: -r*v_felt = 0.0000
cation Z=5, a=0.25, same r: -r*v_felt = 1.2500
a=0.25 ionization threshold = 0.19242 hartree
a=0.25 ionization threshold = 5.236 eV
triplet 1: binding 0.024829 hartree, n_eff 1.122
triplet 2: binding 0.006154 hartree, n_eff 2.253
triplet 3: binding 0.002924 hartree, n_eff 3.269
triplet 4: binding 0.001710 hartree, n_eff 4.275
triplet 5: binding 0.001122 hartree, n_eff 5.278
a from triplet spacing, a=0.25: 0.2499
a from singlet spacing, a=0.25: 0.2499
a from triplet spacing, a=1.00: 0.9992
a=0.25: Rydberg constant a^2/2 = 0.03125 hartree
a=0.25: Rydberg constant = 0.850 eV
a=0.25: triplets bound by > 0.004 hartree: 2
a=0.25: triplets bound by > 0.001 hartree: 5
a=1.00: Rydberg constant a^2/2 = 0.50000 hartree
a=1.00: Rydberg constant = 13.606 eV
a=1.00: triplets bound by > 0.004 hartree: 9
a=1.00: triplets bound by > 0.001 hartree: 21
bound virtuals, a=0.25, box 500/1500 bohr: 0/0
bound triplets, a=0.00, box 500/1500 bohr: 1/1
bound triplets, a=0.25, box 500/1500 bohr: 9/16
Anion model: Z = 1, N = 2
a=1.00: highest level = -0.04533 hartree
a=1.00: highest level = -1.233 eV
a=0.90: highest level = -0.03163 hartree
a=0.90, r=49.68 bohr: -r*v_felt = -0.1000
threshold fraction a_c = 0.6488
level at a_c+0.02 = -0.00233 hartree
level at a_c-0.02 = 0.00229 hartree
a=0.25: nuclear charge for zero level = 1.1917 e
```
